**Four-moment heat flux between parallel plates**

The program tests q/qFM = 1/(1 + 4d/(15L)), where q is the heat flux through a monatomic gas of Maxwell molecules, qFM the free-molecular flux, d the plate distance and L = (μ/p)√(πkT/(2m)) the mean free path from viscosity. It asserts that explicit collisions in a skewed cloud of velocities relax the heat flux at 2/3 of the stress rate, and that a hard-sphere collision rate breaks this ratio. It integrates the nonlinear moment equations directly and asserts agreement with the linear law, the temperature jump, the accommodation law and the closed solution for a finite temperature difference. A discrete-velocity solution of the linearised Shakhov equation is asserted to reproduce the slope 4/15 in thick gaps and to stay within 10% of the formula at the thicknesses examined. The output shows that the formula lies above this kinetic solution throughout, by up to 8.9% in the scan. For a 2000 nm gap at 100 Torr with plates at 340 K and 300 K, it gives 17.5 W/cm², about half the free-molecular flux.

## Check in Python

```python
"""
Result under test: heat flux q through a monatomic gas of Maxwell molecules
between parallel, fully accommodating plates, in Lees' four-moment closure and
for a small temperature difference,
    q / q_FM = 1 / (1 + 4 d / (15 L)).
d     plate distance
L     mean free path from viscosity, L = (mu/p) sqrt(pi k T / (2 m))
q_FM  free-molecular flux, p sqrt(2 k T / (pi m)) (T_hot - T_cold) / T
Scaled units in the tests: velocity sqrt(k T0/m), temperature T0, pressure p0,
density p0/(k T0), length d. The stress relaxation rate p/mu is then
(d/L) sqrt(pi/2) times the local density.
"""
import numpy as np
from math import pi, sqrt
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

FREE_FLUX = sqrt(2 / pi)   # scaled free-molecular flux per unit (Th - Tc)/T0


def lees_ratio(d_over_L, accommodation=1.0):
    """Derived linear law; the same accommodation on both plates."""
    a = accommodation
    return 1 / ((2 - a) / a + 4 * d_over_L / 15)


# ---------- half-range moments by velocity quadrature ----------
x, wx = np.polynomial.legendre.leggauss(40)
v, wv = 5 * (x + 1), 5 * wx
AX, RA = np.meshgrid(v, v, indexing="ij")      # axial and radial speeds
WEIGHT = np.outer(wv, wv) * RA
C2 = AX**2 + RA**2
# density, density*temperature, number flux, normal stress, heat flux, fourth
KERNELS = np.array([np.ones_like(AX), C2 / 3, AX, AX**2,
                    AX * C2 / 2, AX**2 * C2 / 2])
BACKWARD = np.array([1, 1, -1, 1, -1, 1])


def half_moments(T):
    """Moments of the forward half of a Maxwellian of unit full density."""
    g = np.exp(-C2 / (2 * T)) / (T * sqrt(2 * pi * T)) * WEIGHT
    return (KERNELS * g).sum(axis=(1, 2))


T_test = 1.3
flux_test = sqrt(T_test / (2 * pi))
expected = [0.5, T_test / 2, flux_test, T_test / 2,
            2 * T_test * flux_test, 5 * T_test**2 / 4]
assert np.allclose(half_moments(T_test), expected, rtol=1e-8)


# ---------- Maxwell molecules: deflection depends on b^4 g^2 only ----------
def deflection(b, g):
    """Angle from a trajectory in V = 1/r^4 with unit reduced mass."""
    def motion(t, s):
        r2 = s[0]**2 + s[1]**2
        return [s[2], s[3], 4 * s[0] / r2**3, 4 * s[1] / r2**3]
    end = solve_ivp(motion, (0, 120 / g), [-60, b, g, 0],
                    rtol=1e-9, atol=1e-11).y[:, -1]
    return np.arctan2(end[3], end[2])


chi_slow, chi_fast = deflection(1.2, 1.0), deflection(0.6, 4.0)
chi_unscaled = deflection(1.2, 4.0)
assert abs(chi_slow - chi_fast) < 1e-4
assert abs(chi_slow - chi_unscaled) > 0.1


# ---------- relaxation of heat flux and stress by explicit collisions -------
rng = np.random.default_rng(5)
cloud = rng.gamma(2.0, size=(40, 3)) * np.array([1.0, 1.7, 0.8])
cloud -= cloud.mean(axis=0)                    # zero mean velocity


def heat_fn(c):
    return c[..., 1] * (c**2).sum(-1)


def stress_fn(c):
    return c[..., 1]**2 - (c**2).sum(-1) / 3


def relaxation_ratio(angles, weights, speed_power):
    """(heat-flux rate)/(stress rate), collision rate ~ g**speed_power."""
    first, second = np.repeat(cloud, 40, axis=0), np.tile(cloud, (40, 1))
    keep = np.arange(1600) % 41 != 0           # self pairs change nothing
    first, second = first[keep], second[keep]
    centre, rel = (first + second) / 2, first - second
    speed = np.linalg.norm(rel, axis=1)[:, None]
    e1 = np.cross(rel, np.array([0.3, 0.5, 0.8]))
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(rel / speed, e1)
    rates = []
    for fn in (heat_fn, stress_fn):
        change = 0.0
        for chi, weight in zip(angles, weights):
            for az in 2 * pi * np.arange(8) / 8:
                new = rel * np.cos(chi) + speed * np.sin(chi) * (
                    e1 * np.cos(az) + e2 * np.sin(az))
                diff = (fn(centre + new / 2) + fn(centre - new / 2)
                        - fn(first) - fn(second))
                change += weight * (speed[:, 0]**speed_power * diff).sum()
        rates.append(-change / fn(cloud).mean())
    return rates[0] / rates[1]


ratio_maxwell = relaxation_ratio([0.4, 1.1, 2.5], [3.0, 1.0, 0.4], 0)
ratio_other = relaxation_ratio([0.9, 2.0], [0.2, 1.0], 0)
ratio_hard = relaxation_ratio([0.4, 1.1, 2.5], [3.0, 1.0, 0.4], 1)
assert abs(ratio_maxwell - 2 / 3) < 1e-9 and abs(ratio_other - 2 / 3) < 1e-9
assert abs(ratio_hard - 2 / 3) > 0.005

# Shear balance: d/dy of <v_x v_y^2> equals (p/m) du/dy for a local Maxwellian.
h_node, h_weight = np.polynomial.hermite_e.hermegauss(12)
h_weight = h_weight / h_weight.sum()
T_shear, n_shear, du = 1.4, 0.7, 1e-3


def shear_moment(u):
    s = sqrt(T_shear)
    return n_shear * (h_weight @ (s * h_node + u)) * (
        h_weight @ (s * h_node)**2)


slope_shear = (shear_moment(du) - shear_moment(-du)) / (2 * du)
assert abs(slope_shear - n_shear * T_shear) < 1e-9


# ---------- four nonlinear moment equations, integrated directly ----------
def moment_solution(d_over_L, T_hot, T_cold, accommodation=1.0, steps=20):
    """Return (heat flux, gas temperature at the hot plate), scaled."""
    a, rate0, h = accommodation, d_over_L * sqrt(pi / 2), 1e-4

    def totals(s):
        return (s[0] * half_moments(s[1])
                + s[2] * BACKWARD * half_moments(s[3]))

    def slope(s):
        n1, T1, n2, T2 = s
        m1, m2 = half_moments(T1), BACKWARD * half_moments(T2)
        d1 = (half_moments(T1 + h) - half_moments(T1 - h)) / (2 * h)
        d2 = BACKWARD * (half_moments(T2 + h)
                         - half_moments(T2 - h)) / (2 * h)
        total = n1 * m1 + n2 * m2
        jac = np.column_stack([m1, n1 * d1, m2, n2 * d2])[2:]
        loss = -(2 / 3) * rate0 * total[0] * total[4]
        return np.linalg.solve(jac, [0, 0, 0, loss])

    def start(T2):
        T1 = a * T_hot + (1 - a) * T2
        m1, m2 = half_moments(T1), BACKWARD * half_moments(T2)
        n1, n2 = np.linalg.solve([[m1[2], m2[2]], [m1[3], m2[3]]], [0, 1])
        return np.array([n1, T1, n2, T2])

    def mismatch(T2):
        s, dy = start(T2), 1 / steps
        for _ in range(steps):
            k1 = slope(s)
            k2 = slope(s + dy * k1 / 2)
            k3 = slope(s + dy * k2 / 2)
            k4 = slope(s + dy * k3)
            s = s + dy * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        return s[3] - (a * T_cold + (1 - a) * s[1])

    total = totals(start(brentq(mismatch, T_cold, T_hot, xtol=1e-11)))
    return total[4], total[1] / total[0]


def finite_difference_flux(d_over_L, T_hot, T_cold):
    """Closed solution of the nonlinear moment equations at unit stress."""
    rh, rc = sqrt(T_hot), sqrt(T_cold)

    def balance(beta):
        return (((T_hot - beta * rh)**2 - (T_cold + beta * rc)**2) / 2
                - 8 * d_over_L * beta / 15)
    return 2 * FREE_FLUX * brentq(balance, 0, rh - rc, xtol=1e-14)


theta = 0.02
for thickness in (0.5, 4.0):
    flux, T_gas = moment_solution(thickness, 1 + theta / 2, 1 - theta / 2)
    ratio = flux / (FREE_FLUX * theta)
    assert abs(ratio / lees_ratio(thickness) - 1) < 1e-3
    jump = (1 + theta / 2 - T_gas) / theta
    # the jump has a correction of first order in theta
    assert abs(jump - lees_ratio(thickness) / 2) < theta / 2
    if thickness == 4.0:
        direct_ratio = ratio
flux, _ = moment_solution(4.0, 1 + theta / 2, 1 - theta / 2, 0.8)
assert abs(flux / (FREE_FLUX * theta) / lees_ratio(4.0, 0.8) - 1) < 1e-3
flux_big, _ = moment_solution(2.0, 1.25, 0.75)
assert abs(flux_big / finite_difference_flux(2.0, 1.25, 0.75) - 1) < 1e-5


# ---------- linearised Shakhov kinetic equation, discrete velocities --------
xs, ws = np.polynomial.legendre.leggauss(40)
root = (xs + 1) / 2
c = 8 * root**2                                # fine near zero speed
w = ws / 2 * 16 * root * np.exp(-c**2 / 2) / sqrt(2 * pi)


def kinetic_ratio(d_over_L, prandtl=2 / 3, cells=200):
    """q/q_FM without any assumed shape of the distribution.
    Unknowns: density, temperature, heat flux per cell, two wall densities."""
    size = 3 * cells + 2
    hot, cold = size - 2, size - 1
    response = np.zeros((size, size + 1))      # last column: wall temperatures
    t = d_over_L * sqrt(pi / 2) / cells / c
    decay = np.exp(-t)[:, None]
    mean_in = (-np.expm1(-t) / t)[:, None]
    k = (1 - prandtl) / 5
    wall_energy = (w * c) @ ((c**2 - 1) / 2)
    wall_flux = (w * c).sum()
    for sign, wall, far, T_wall in ((1, hot, cold, 0.5), (-1, cold, hot, -0.5)):
        phi = np.zeros((len(c), size + 1))     # transverse mean
        psi = np.zeros_like(phi)               # transverse energy part
        phi[:, wall] = 1
        phi[:, size] = T_wall * (c**2 - 1) / 2
        psi[:, size] = T_wall
        src_phi = np.column_stack([np.ones_like(c), (c**2 - 1) / 2,
                                   sign * k * c * (c**2 - 3)])
        src_psi = np.column_stack([0 * c, np.ones_like(c), 2 * sign * k * c])
        for i in (range(cells) if sign > 0 else range(cells - 1, -1, -1)):
            cols = [i, cells + i, 2 * cells + i]
            avg_phi, avg_psi = phi * mean_in, psi * mean_in
            avg_phi[:, cols] += src_phi * (1 - mean_in)
            avg_psi[:, cols] += src_psi * (1 - mean_in)
            phi, psi = phi * decay, psi * decay
            phi[:, cols] += src_phi * (1 - decay)
            psi[:, cols] += src_psi * (1 - decay)
            response[i] += w @ avg_phi
            response[cells + i] += ((w * (c**2 - 1)) @ avg_phi
                                    + 2 * w @ avg_psi) / 3
            response[2 * cells + i] += sign * (
                (w * c * (c**2 - 3) / 2) @ avg_phi + (w * c) @ avg_psi)
        response[far] = (w * c) @ phi / wall_flux
        response[far, size] += T_wall * wall_energy / wall_flux
    matrix, rhs = np.eye(size) - response[:, :size], response[:, size].copy()
    # One flux balance is redundant; antisymmetry fixes the free density.
    matrix[cold], rhs[cold] = 0, 0
    matrix[cold, [hot, cold]] = 1
    unknown = np.linalg.solve(matrix, rhs)
    return unknown[2 * cells:3 * cells].mean() / FREE_FLUX


scan = {D: kinetic_ratio(D) for D in (0.5, 1.0, 2.0, 5.0, 10.0, 20.0)}
slope_kinetic = (1 / scan[20.0] - 1 / scan[10.0]) / 10
intercept = 1 / scan[20.0] - slope_kinetic * 20
slope_bgk = (1 / kinetic_ratio(20.0, 1.0) - 1 / kinetic_ratio(10.0, 1.0)) / 10
assert abs(slope_kinetic / (4 / 15) - 1) < 0.01   # cell size error
assert abs(slope_bgk / (2 / 5) - 1) < 0.01
assert 1.05 < intercept < 1.3
assert abs(kinetic_ratio(1e-3) - 1) < 2e-3
assert all(abs(lees_ratio(D) / r - 1) < 0.10 for D, r in scan.items())

# ---------- worked example: micromachined Pirani gauge regime ----------
gap = 2000e-9
T_hot, T_cold = 340.0, 300.0
T0, dT = (T_hot + T_cold) / 2, T_hot - T_cold
mass, viscosity = 40 * const.atomic_mass, 23e-6
thermal = const.k * T0 / mass


def example(torr):
    """Mean free path (m), d/L, free-molecular flux and Lees flux (W/m2)."""
    p = torr * const.torr
    L = viscosity / p * sqrt(pi * thermal / 2)
    q_free = p * sqrt(2 * thermal / pi) * dT / T0
    return L, gap / L, q_free, q_free * lees_ratio(gap / L)


L_main, D_main, qfm_main, q_main = example(100)
conductivity = 15 / 4 * const.k / mass * viscosity
q_fourier = conductivity * dT / gap
assert abs(q_main * (1 / qfm_main + 1 / q_fourier) - 1) < 1e-10
kin_main = kinetic_ratio(D_main)
assert abs(kinetic_ratio(D_main, cells=100) / kin_main - 1) < 2e-3

print("model gas mass = %.0f u, viscosity = %.0f uPa s"
      % (mass / const.atomic_mass, viscosity * 1e6))
print("gap = %.0f nm, plates %.0f K and %.0f K, mean %.0f K"
      % (gap * 1e9, T_hot, T_cold, T0))
print("deflection, b=1.2 g=1: %.5f rad" % chi_slow)
print("deflection, b=0.6 g=4: %.5f rad" % chi_fast)
print("deflection, b=1.2 g=4: %.5f rad" % chi_unscaled)
print("heat/stress relaxation, Maxwell = %.6f" % ratio_maxwell)
print("heat/stress relaxation, hard-sphere rate = %.4f" % ratio_hard)
print("direct moment solution, d/L=4: q/qFM = %.5f" % direct_ratio)
print("linear formula, d/L=4: q/qFM = %.5f" % lees_ratio(4.0))
print("Shakhov scan: d/L, formula, kinetic, formula excess (%)")
for D, r in scan.items():
    print("  %5.1f  %.4f  %.4f  %+.2f"
          % (D, lees_ratio(D), r, 100 * (lees_ratio(D) / r - 1)))
print("kinetic slope of qFM/q against d/L = %.4f (4/15 = %.4f)"
      % (slope_kinetic, 4 / 15))
print("same slope with Prandtl number 1 = %.4f" % slope_bgk)
print("kinetic intercept of qFM/q = %.3f (formula: 1)" % intercept)
print("Pressure (Torr), L (nm), d/L, q/qFM, q (W/cm2), kinetic q/qFM")
for torr in (1, 10, 100, 760):
    L, D, q_free, q = example(torr)
    kin = kin_main if torr == 100 else kinetic_ratio(D)
    assert abs(lees_ratio(D) / kin - 1) < 0.10
    print("  %4d %9.1f %8.4f %.4f %8.4f %.4f"
          % (torr, L * 1e9, D, q / q_free, q * 1e-4, kin))
print("100 Torr: free-molecular flux = %.2f W/cm2" % (qfm_main * 1e-4))
print("gas conductivity = %.5f W/(m K)" % conductivity)
print("Fourier flux = %.2f W/cm2" % (q_fourier * 1e-4))
print("100 Torr: Lees flux = %.2f W/cm2 = %.4g W/m2"
      % (q_main * 1e-4, q_main))
print("100 Torr: temperature jump at each plate = %.2f K"
      % (dT / 2 * q_main / qfm_main))

# Effects left out, for the 100 Torr case
q_finite = finite_difference_flux(D_main, T_hot / T0, T_cold / T0)
q_linear = FREE_FLUX * dT / T0 * lees_ratio(D_main)
omega = 0.8
mean_kappa = quad(lambda T: (T / T0)**omega, T_cold, T_hot)[0] / dT
radiation = const.Stefan_Boltzmann * (T_hot**4 - T_cold**4)
index = 3.4
print("Effects left out at 100 Torr, change of q (%):")
print("  closure (Shakhov minus formula) = %+.2f"
      % (100 * (kin_main / lees_ratio(D_main) - 1)))
print("  accommodation 0.9 on both plates = %+.2f"
      % (100 * (lees_ratio(D_main, 0.9) / lees_ratio(D_main) - 1)))
print("  finite temperature difference = %+.4f"
      % (100 * (q_finite / q_linear - 1)))
print("  viscosity exponent %.1f, Fourier limit = %+.4f"
      % (omega, 100 * (mean_kappa - 1)))
print("  black-body radiation = %+.3f" % (100 * radiation / q_main))
print("  near-field bound, transparent plates n=%.1f = %+.2f"
      % (index, 100 * index**2 * radiation / q_main))
print("every check passed")
```

It prints:

```
model gas mass = 40 u, viscosity = 23 uPa s
gap = 2000 nm, plates 340 K and 300 K, mean 320 K
deflection, b=1.2 g=1: 0.85345 rad
deflection, b=0.6 g=4: 0.85345 rad
deflection, b=1.2 g=4: 0.12593 rad
heat/stress relaxation, Maxwell = 0.666667
heat/stress relaxation, hard-sphere rate = 0.7541
direct moment solution, d/L=4: q/qFM = 0.48387
linear formula, d/L=4: q/qFM = 0.48387
Shakhov scan: d/L, formula, kinetic, formula excess (%)
    0.5  0.8824  0.8306  +6.24
    1.0  0.7895  0.7300  +8.14
    2.0  0.6522  0.5989  +8.89
    5.0  0.4286  0.4000  +7.14
   10.0  0.2727  0.2603  +4.77
   20.0  0.1579  0.1536  +2.79
kinetic slope of qFM/q against d/L = 0.2668 (4/15 = 0.2667)
same slope with Prandtl number 1 = 0.4002
kinetic intercept of qFM/q = 1.173 (formula: 1)
Pressure (Torr), L (nm), d/L, q/qFM, q (W/cm2), kinetic q/qFM
     1   55763.1   0.0359 0.9905   0.3397 0.9818
    10    5576.3   0.3587 0.9127   3.1300 0.8674
   100     557.6   3.5866 0.5111  17.5288 0.4729
   760      73.4  27.2582 0.1209  31.5198 0.1184
100 Torr: free-molecular flux = 34.29 W/cm2
gas conductivity = 0.01793 W/(m K)
Fourier flux = 35.86 W/cm2
100 Torr: Lees flux = 17.53 W/cm2 = 1.753e+05 W/m2
100 Torr: temperature jump at each plate = 10.22 K
Effects left out at 100 Torr, change of q (%):
  closure (Shakhov minus formula) = -7.48
  accommodation 0.9 on both plates = -10.20
  finite temperature difference = -0.0239
  viscosity exponent 0.8, Fourier limit = -0.0104
  black-body radiation = +0.170
  near-field bound, transparent plates n=3.4 = +1.97
every check passed
```
